# Why Mo/Si Mirrors Work Just Longward of the Silicon L Edge

## A small wavelength step with a large cost

In the model mirror treated here, moving from 12.6 nm to 12.2 nm lowers the best reflectance of a thick periodic Mo/Si stack with silicon outermost from 76.8 % to 39.4 %. The stack is re-optimized at each wavelength, so the loss is not a tuning error. Nor has the contrast vanished: the difference in refractive index falls only from 0.0717 to 0.0657. What changes sharply is the absorption of silicon. Its L edge, placed in the model at 99.8 eV or 12.42 nm, lies between the two wavelengths.

A single Mo/Si interface at 13.5 nm reflects 0.139 % of the light. A useful mirror must add amplitudes from many interfaces, so light must cross many silicon layers and return. This requires both refractive contrast and a transparent spacer.

## Where the optical constants come from

Take fields varying as $e^{-i\omega t}$ and write the refractive index as $n=1-\delta+i\beta$, with $\epsilon=n^2=1+\chi$. Positive $\beta$ then means absorption. Local-field corrections are neglected.

The model treats the outer electrons as free particles with damping. This is rough for molybdenum's 4s and 4p electrons, whose binding energies are not small beside the photon energy. With damping rate $\Gamma_e$, the displacement of one electron obeys

$$m(\ddot x+\Gamma_e\dot x)=-e\mathcal E,\qquad x=\frac{e\mathcal E}{m\omega(\omega+i\Gamma_e)}.$$

For $N$ such electrons per atom and atomic density $n_a$, the polarization is $-eNn_ax$. Dividing it by $\epsilon_0\mathcal E$ gives $\chi$. With $r_e=e^2/(4\pi\epsilon_0mc^2)$ and $\omega=2\pi c/\lambda$, one has $e^2/(\epsilon_0m\omega^2)=r_e\lambda^2/\pi$, so

$$\epsilon=1-\frac{r_e\lambda^2n_a}{\pi}f,\qquad f=f_1-if_2=\frac{NE}{E+i\gamma},\qquad \gamma=\hbar\Gamma_e .$$

Because $n\simeq1+\chi/2$, $\delta$ is proportional to $\lambda^2n_af_1$ and $\beta$ to $\lambda^2n_af_2$.

Molybdenum has 14 outer electrons (4s, 4p, 4d and 5s), silicon four. The rough damping energies are 8 eV and 10 eV, chosen to give absorption of realistic size near 13.5 nm. They are effective parameters, not lifetimes.

Silicon also has eight L electrons. An undamped electron bound at energy $\varepsilon$ has $f=E^2/(E^2-\varepsilon^2)$. Let $g_L(\varepsilon)\,d\varepsilon$ be the number of L electrons with resonances in $d\varepsilon$. Giving $E$ an infinitesimal positive imaginary part makes the imaginary part of $1/(E^2-\varepsilon^2)$ equal to $-\pi\delta_D(E-\varepsilon)/(2E)$, where $\delta_D$ is the Dirac delta. Hence $f_2(E)=\pi Eg_L(E)/2$.

Model the L absorption as a constant step, $f_2=A$, between $E_L$ and $E_c$. Then $g_L=2A/(\pi\varepsilon)$, and counting electrons gives

$$N_L=\frac{2A}{\pi}\ln\frac{E_c}{E_L}.$$

With $A=5$ and $N_L=8$, $E_c=1232$ eV. The complete response, with $z=E+i\Gamma$ and a small edge broadening $\Gamma=0.02$ eV, is

$$f_L=\frac{2A}{\pi}\int_{E_L}^{E_c}\frac{z^2\,d\varepsilon}{\varepsilon(z^2-\varepsilon^2)} .$$

The integrand is the derivative of $-\tfrac12\ln(1-z^2/\varepsilon^2)$, so

$$f_L=\frac A\pi\left[\ln\left(1-\frac{z^2}{E_L^2}\right)-\ln\left(1-\frac{z^2}{E_c^2}\right)\right].$$

Below the edge the first logarithm is negative and almost real: the shell scarcely absorbs, but it does polarize. Above the edge its argument is negative with a small negative imaginary part. The logarithm acquires $-i\pi$, and $f_L$ acquires $-iA$. This is the opening of L-shell absorption.

At 13.5 nm (91.84 eV), the valence electrons contribute $f_1=3.95$ and the closed L shell contributes $-2.98$. Electrons driven below resonance move in phase with the electric force; nearly free electrons move opposite to it. The two polarizations largely cancel, and silicon has $\delta=0.00399$ beside molybdenum's 0.07554. The closed shell therefore helps twice: it leaves silicon transparent and brings its index closer to one.

## What limits the reflectance

Consider normal incidence on flat, isotropic layers with period $d$ and Mo fraction $g$. Put $z=0$ now at the centre of a Mo layer, with $z$ denoting depth. The mean susceptibility and its first Fourier component are

$$\chi_0=g\chi_{\rm Mo}+(1-g)\chi_{\rm Si},$$

$$\chi_1=\frac{\chi_{\rm Mo}-\chi_{\rm Si}}d\int_{-gd/2}^{gd/2}\cos\frac{2\pi z}{d}\,dz
=(\chi_{\rm Mo}-\chi_{\rm Si})\frac{\sin\pi g}{\pi}.$$

Let $k=2\pi/\lambda$, $q=\pi/d$, and write the field as $\mathcal E=A(z)e^{iqz}+B(z)e^{-iqz}$; here $A(z)$ is a wave amplitude, not the L-step height. Insert it into $\mathcal E''+k^2[1+\chi(z)]\mathcal E=0$. Near the first Bragg reflection, keep the terms varying as $e^{\pm iqz}$ and drop $A''$ and $B''$, since the amplitudes change little over one period. This gives

$$2iqA'+[k^2(1+\chi_0)-q^2]A+k^2\chi_1B=0,$$

$$-2iqB'+[k^2(1+\chi_0)-q^2]B+k^2\chi_1A=0.$$

Define $\sigma=[k^2(1+\chi_0)-q^2]/(2q)$ and $\kappa=k^2\chi_1/(2q)$. Then

$$A'=i(\sigma A+\kappa B),\qquad B'=-i(\sigma B+\kappa A).$$

In a very thick stack, the ratio $r=B/A$ is the same at every depth. Equating $A'/A$ and $B'/B$ gives $\sigma+\kappa r=-\sigma-\kappa/r$, or

$$r+\frac1r=-\frac{2\sigma}{\kappa}.$$

The two roots have product one. Absorption requires net power to flow inward, which selects $|r|<1$. Neglecting the weak reflection caused by the mean index step at the surface, $R=|r|^2$.

The period can now be optimized without a numerical search. Write $r=\rho e^{i\phi}$ and $t=\sigma/\kappa$. Then

$$t=-a\cos\phi+ib\sin\phi,\quad a=\frac{1/\rho+\rho}{2},\quad b=\frac{1/\rho-\rho}{2}.$$

A fixed reflectance is thus an ellipse in the complex $t$ plane, and larger reflectance means a smaller ellipse. Changing $d$ mainly changes the real part $s$ of $\sigma=s+i\alpha$; across the narrow reflection band, treat $\alpha$ and $\kappa=\kappa_r+i\kappa_i$ as constant. Since $\operatorname{Im}(\kappa t)=\alpha$, the accessible points form the straight line

$$\kappa_i t_r+\kappa_r t_i=\alpha.$$

On an ellipse, the largest value of the left side is $\sqrt{a^2\kappa_i^2+b^2\kappa_r^2}$. The smallest ellipse that reaches the line is tangent to it, so this value equals $\alpha$. Using $a^2=1+b^2$,

$$b^2=\frac{\alpha^2-\kappa_i^2}{|\kappa|^2},\qquad
a^2=\frac{\alpha^2+\kappa_r^2}{|\kappa|^2}.$$

Finally, $w=b/a=(1-R)/(1+R)$. The common factor $k^2/(2q)$ cancels:

$$R=\frac{1-w}{1+w},\qquad
w^2=\frac{(\operatorname{Im}\chi_0)^2-(\operatorname{Im}\chi_1)^2}
{(\operatorname{Im}\chi_0)^2+(\operatorname{Re}\chi_1)^2}.$$

For small $w$, $1-R\simeq2w$. The missing reflectance is then roughly twice the ratio of effective absorption to refractive modulation. Without absorption, any nonzero refractive contrast gives $R\to1$ in an infinitely thick stack. Without refractive contrast, $w=\sqrt{1-y^2}$, with $y=\operatorname{Im}\chi_1/\operatorname{Im}\chi_0$, and absorption contrast alone must do the work.

The subtraction of $(\operatorname{Im}\chi_1)^2$ has a physical meaning. At tangency, $t_r=a^2\kappa_i/\alpha$. If Mo absorbs more strongly, $\kappa_i>0$, so $\cos\phi<0$ and the two waves partly cancel at the Mo centres. The best period places weaker field in the more absorbing layer. Above the silicon edge the sign reverses and silicon is the layer to protect.

## The 13.5 nm mirror in numbers

The optimum Mo fraction is 0.374. The susceptibilities are $\operatorname{Im}\chi_0=0.00696$, $\operatorname{Re}\chi_1=-0.04038$ and $\operatorname{Im}\chi_1=0.00268$. Therefore

$$w=\sqrt{\frac{0.00696^2-0.00268^2}{0.00696^2+0.04038^2}}=0.157,$$

$$R=\frac{1-0.157}{1+0.157}=0.729.$$

Multiplying the matrices of the individual layers, without the slow-amplitude approximation, gives 72.3 %. When both susceptibilities are reduced tenfold, $w$ is unchanged and the matrix result is 72.84 %, closer to the formula's 72.9 %. This is the expected behaviour of an approximation based on weak modulation. The other thick-stack reflectances below are matrix results. Silicon is the outermost layer throughout; ending on molybdenum instead would raise the values in the table below by roughly one to four percentage points.

The optimum period is 6.901 nm: 2.58 nm of Mo and 4.32 nm of Si. It is slightly shorter than the simple Bragg value $\lambda/(2\sqrt{1+\operatorname{Re}\chi_0})$, about 6.96 nm. Tangency explains the shift: $s=\operatorname{Re}(\kappa t)=\kappa_r\kappa_i/\alpha$ is negative here, which requires a larger $q$ and a smaller $d$.

The number of pairs follows from the same equations. With no absorption and $\sigma=0$, they give $A''=\kappa^2A$. Setting $B=0$ at the back of $M$ pairs gives $R=\tanh^2(|\kappa|Md)$. Near the Bragg condition $k\simeq q$, so $|\kappa|d\simeq\pi|\chi_1|/2\simeq0.064$. Building up the reflection therefore takes tens of pairs. With absorption included, 10, 20, 40 and 50 pairs give 27.5, 55.9, 70.8 and 71.8 %. The last ten pairs add one percentage point, and a further increase can gain little because the thick-stack limit is 72.3 %.

## Separating the causes

The table gives the model's thick-stack limit, with Mo fraction and period re-optimized for each wavelength. The fraction is the one that maximizes the formula for $R$; optimizing it in the matrix calculation instead raises it by at most about 0.005 and changes $R$ by less than 0.1 percentage point.

| Wavelength (nm) | Mo fraction | $R$ (%) |
|---:|---:|---:|
| 12.2 | 0.632 | 39.4 |
| 12.6 | 0.379 | 76.8 |
| 13.0 | 0.375 | 74.3 |
| 13.5 | 0.374 | 72.3 |
| 15.0 | 0.374 | 67.8 |
| 18.0 | 0.373 | 60.7 |

Between 12.6 and 12.2 nm, silicon's $\beta$ rises from 0.00150 to 0.01783, and its 1/e intensity length falls from 668 to 54 nm. The optimum responds by replacing silicon with molybdenum, but this cannot restore the reflectance.

Changing one property at a time identifies the cause. These altered materials are diagnostic devices: changing absorption without its associated dispersion violates causality.

- At 12.2 nm, removing L absorption while retaining its real response raises $R$ from 39.4 to 77.4 %. The small loss of index contrast is therefore not what spoils the mirror.
- At 13.5 nm, imposing the L absorption step while retaining the real response lowers $R$ from 72.3 to 33.1 %.
- At 13.5 nm, removing the real part of the L response lowers $R$ to 67.3 %. The closed shell's help to the contrast is worth five percentage points.
- At 13.5 nm, removing the difference in real permittivity while keeping both absorptions leaves 3.9 %. Transparency without refractive contrast is not enough.

The slow decline at longer wavelengths has a different origin. For $E\gg\gamma$, outer-electron absorption has $f_2\simeq N\gamma/E$, proportional to $\lambda$. Hence, while the susceptibility is small, $\beta$ grows approximately as $\lambda^3$ and $\delta$ for nearly free electrons approximately as $\lambda^2$. At fixed Mo fraction their ratio, and with it $w$, grows roughly as $\lambda$. In addition, the L shell cancels less of silicon's valence response farther from the edge, so the relative contrast weakens. Both effects favour operation close to the edge on its long-wavelength side.

## How far to trust the model, and what it omits

Real Mo/Si mirrors for 13.5 nm have periods of roughly 7 nm, some 40 to 50 pairs, and reflectances of roughly 70 %. The example lies in that regime, but the agreement does not validate each parameter. Molybdenum's $\delta$ is close to its usual value, roughly 0.08. Silicon's real $\delta$ is roughly 0.001, smaller than the model's 0.004, so the model somewhat understates the contrast. A single sharp step also replaces the resolved structure of the real L edges. Results within an eV or two of the edge depend on its assumed shape and should not be used for design. This includes the value at 12.6 nm, only 1.4 eV below the edge: raising the broadening $\Gamma$ from 0.02 to 0.3 eV lowers it from 76.8 to about 71 %, which is also the value at 13.5 nm with that broadening.

Varying $A$ from 4 to 6 changes the 13.5 nm result from 71.4 to 73.1 % and the 12.2 nm result from 41.2 to 38.2 %. The drop across the edge survives. The outer-electron damping matters more at the working wavelength: energies of 6 and 10 eV for molybdenum give 75.7 and 69.3 %, and 7.5 and 12.5 eV for silicon give 75.0 and 70.0 %.

The closed Mo 3d shell was omitted. If all ten of its electrons responded at a rough edge energy of 228 eV, they would change $f_1$ by $-1.94$ and lower $R$ to 68.5 %. Resonances at higher energies have a smaller effect, so this is a bound for the 3d shell within the oscillator model, not an estimate of the actual correction. The deeper 3p and 3s shells are omitted as well; treated the same way, at rough edges of 400 and 506 eV, they would lower $R$ by about one further point.

Real devices also break the assumption of sharp interfaces. Mo and Si mix and form silicide layers, roughly 1 nm thick. As a simpler case, smooth each boundary with a Gaussian of standard deviation $s_i$. Convolution multiplies the first Fourier component by

$$\exp\left[-\frac12\left(\frac{2\pi s_i}{d}\right)^2\right]
=\exp\left(-\frac{2\pi^2s_i^2}{d^2}\right),$$

but leaves the mean absorption unchanged. For $s_i=0.5$ nm the factor is about 0.90. A finely sliced profile that begins at the centre of a silicon layer gives $R=69.9$ %; a sharp stack beginning at the same point gives 72.7 %, slightly more than the 72.3 % found with a whole silicon layer on top. In an optical train with an assumed ten such reflections, smoothing would multiply the throughput by $(69.9/72.7)^{10}\simeq0.67$. This smoothing does not include the distinct optical constants of a silicide or scattering by lateral roughness.

A surface oxide 2 nm thick with a rough $\beta=0.01$ removes 3.7 % of the reflected power in a double pass, when interference is ignored. The standing wave at the surface changes this figure in either direction: depending on the thickness of the top silicon layer, the loss ranges from about 0.5 % near a node of the field to nearly 7 % near an antinode, and it is about 1.8 % on a full silicon layer. By comparison, tilting to 6 degrees costs little: with 50 pairs and the period readjusted, $R$ is 71.9 % for s polarization and 71.1 % for p.

## Consequences for design

For Mo/Si, keep the whole operating band longward of the silicon edge, with enough margin for the real edge structure. With the nearly sharp edge assumed here, the mirror alone favours 12.6 nm over 13.5 nm. A broader edge can remove that advantage, and the source and the rest of the optical system may decide otherwise.

At 13.5 nm, with these optical constants, begin with a Mo fraction near 0.37 and 40 to 50 pairs. Then set the period for the actual angle and measured layer constants. Once the stack is that thick, sharper interfaces offer more than additional pairs: the pairs beyond 50 can recover about half a percentage point, whereas 0.5 nm of interface smoothing costs about three. A less absorbing surface can also help, by an amount that depends on the standing wave there.

Shortward of the edge, adding pairs does not cure the problem, because 39.4 % is already the thick-stack limit for a periodic stack of these two materials with silicon outermost. A different pair is needed, and the natural first step is to replace the strongly absorbing silicon. A new spacer needs low absorption at the new wavelength and an index well separated from that of its partner. A material whose own strong absorption edge lies at a slightly shorter wavelength can offer both, as silicon does at 13.5 nm. The expression for $w$ weighs these requirements together.

The numerical output below gives the remaining intermediate values.

## Numbers as computed

```
Si L edge: 99.8 eV = 12.42 nm
Working photon: 13.5 nm = 91.84 eV
Atomic density Si, Mo: 50.0, 64.0 nm^-3
Mass density Si, Mo: 2.33, 10.2 g/cm3
Outer electrons Si, Mo: 4, 14 per atom
Damping Si, Mo: 10.0, 8.0 eV
L step A, electrons: 5.0, 8 (dimensionless)
L cutoff, edge broadening: 1232, 0.02 eV
Si f1 at 13.5 nm, valence, L shell: 3.95, -2.98
Si at 12.2 nm: delta=-0.00441, beta=0.01783, 1/e intensity length=54 nm
Mo at 12.2 nm: delta=0.06133, beta=0.00499, 1/e intensity length=195 nm
Si at 12.6 nm: delta=-0.00613, beta=0.00150, 1/e intensity length=668 nm
Mo at 12.6 nm: delta=0.06553, beta=0.00552, 1/e intensity length=182 nm
Si at 13.5 nm: delta=0.00399, beta=0.00178, 1/e intensity length=603 nm
Mo at 13.5 nm: delta=0.07554, beta=0.00685, 1/e intensity length=157 nm
Index contrast at 12.2 nm: 0.0657
Index contrast at 12.6 nm: 0.0717
13.5 nm: Im chi0=0.00696, Re chi1=-0.04038, Im chi1=0.00268
13.5 nm: w=0.1568, small-w estimate 1-2w=68.6 %
Optimum Mo fraction, period: 0.374, 6.901 nm
Mo, Si thickness: 2.58, 4.32 nm
Thick-stack R, matrices, formula: 72.3, 72.9 %
Tenfold weaker susceptibilities, matrix R: 72.84 %
Single Mo/Si interface R: 0.139 %
R with 10 pairs: 27.5 %
R with 20 pairs: 55.9 %
R with 40 pairs: 70.8 %
R with 50 pairs: 71.8 %
Scan 12.2 nm: Mo fraction=0.632, period=6.383 nm, R=39.4 %
Scan 12.6 nm: Mo fraction=0.379, period=6.379 nm, R=76.8 %
Scan 13.0 nm: Mo fraction=0.375, period=6.618 nm, R=74.3 %
Scan 13.5 nm: Mo fraction=0.374, period=6.901 nm, R=72.3 %
Scan 14.0 nm: Mo fraction=0.374, period=7.181 nm, R=70.6 %
Scan 15.0 nm: Mo fraction=0.374, period=7.742 nm, R=67.8 %
Scan 16.0 nm: Mo fraction=0.373, period=8.309 nm, R=65.3 %
Scan 18.0 nm: Mo fraction=0.373, period=9.468 nm, R=60.7 %
12.2 nm, L absorption removed: R=77.4 %
13.5 nm, L absorption imposed: R=33.1 %
13.5 nm, L dispersion removed: R=67.3 %
13.5 nm, real permittivity contrast removed: R=3.9 %
Interface width 0.5 nm: R matrices, formula=69.9, 70.1 %
6 degree incidence, 50 pairs, s, p: 71.9, 71.1 %
Mo 3d bound: f1 change=-1.94, R=68.5 %
Oxide 2 nm, beta=0.01: double-pass loss=3.7 %
L step 4: R at 12.2, 13.5 nm=41.2, 71.4 %
L step 6: R at 12.2, 13.5 nm=38.2, 73.1 %
Mo damping 6 eV: R at 13.5 nm=75.7 %
Mo damping 10 eV: R at 13.5 nm=69.3 %
```
